# Tapering Qubits with Z2 Symmetries and a Hartree-Fock Sector

An arsenic atom has three 4p electrons outside a filled 4s shell. If the inner electrons are frozen and the four valence orbitals kept, there are eight spin orbitals, and the usual encoding uses eight qubits. Yet the nonrelativistic Hamiltonian, without spin-orbit coupling, cannot change the number of spin-up electrons, nor can it turn an even number of electrons in the $p_x$ orbital into an odd one. Much of the eight-qubit space is therefore never reached from a given starting state. How can such constraints be found from the qubit Hamiltonian itself, and how many qubits do they remove?

## Two orbitals by hand

Take two spin orbitals of one spin, with energies $\epsilon_0,\epsilon_1$ and real hopping $t$:

$$H=\epsilon_0 a_0^\dagger a_0+\epsilon_1 a_1^\dagger a_1+t(a_0^\dagger a_1+a_1^\dagger a_0).$$

Bit 1 means occupied, and $Z|n\rangle=(-1)^n|n\rangle$. The Jordan-Wigner map is $a_0=(X_0+iY_0)/2$, $a_1=Z_0(X_1+iY_1)/2$. Hence $a_p^\dagger a_p=(1-Z_p)/2$. For the hopping, $(X_0-iY_0)/2=|1\rangle\langle0|$, and $|1\rangle\langle0|Z_0=|1\rangle\langle0|$, so

$$a_0^\dagger a_1=\tfrac14(X_0-iY_0)(X_1+iY_1).$$

Adding the adjoint cancels the mixed products $XY$ and $YX$:

$$H=\frac{\epsilon_0+\epsilon_1}{2}-\frac{\epsilon_0}{2}Z_0-\frac{\epsilon_1}{2}Z_1+\frac t2(X_0X_1+Y_0Y_1).$$

Which Pauli strings commute with every term? Commuting with $Z_0$ and $Z_1$ excludes any $X$ or $Y$. Of the remaining strings, $Z_0$ alone anticommutes with $X_0X_1$, as does $Z_1$, but $\tau=Z_0Z_1$ picks up two minus signs and commutes. It is the parity of the electron number.

To turn this parity into a property of one qubit, use

$$U=\frac{X_1+Z_0Z_1}{\sqrt2}.$$

The two strings in $U$ anticommute and square to one, so $U^2=1$. Terms that commute with both $X_1$ and $\tau$ are unchanged by $U$. A term $P$ that commutes with $\tau$ but anticommutes with $X_1$ becomes $P\tau X_1$, as proved below. Therefore

$$Z_1\to Z_1Z_0Z_1X_1=Z_0X_1,$$
$$Y_0Y_1\to(Y_0Z_0)(Y_1Z_1X_1)=(iX_0)(i)=-X_0,$$

where $YZ=iX$ was used twice. The result is

$$UHU=\frac{\epsilon_0+\epsilon_1}{2}-\frac{\epsilon_0}{2}Z_0-\frac{\epsilon_1}{2}Z_0X_1+\frac t2(X_0X_1-X_0).$$

Qubit 1 now appears only through $X_1$, which can be replaced by its eigenvalue $s=\pm1$. A reference determinant with orbital 0 occupied is $|10\rangle$, for which $Z_0Z_1=-1$. Since $U\tau U=X_1$, this means $s=-1$, and

$$H_{-}=\frac{\epsilon_0+\epsilon_1}{2}-\frac{\epsilon_0-\epsilon_1}{2}Z_0-tX_0.$$

Its diagonal entries are $\epsilon_1$ for $n_0=0$ and $\epsilon_0$ for $n_0=1$, as they should be for one electron. The hopping has changed sign, which is a change of basis sign and leaves the eigenvalues alone. For $s=+1$ the hopping cancels, and the levels are $0$ and $\epsilon_0+\epsilon_1$: the empty and the full system.

## Symmetries as a kernel

Now let $H=\sum_j c_jP_j$ act on $n$ qubits, with like strings collected and zero coefficients removed. Up to a phase, each string is $X^{x_j}Z^{z_j}$, where $x_j$ and $z_j$ are binary vectors; a $Y$ has a 1 in both. Let $Q=X^aZ^b$. On one qubit $ZX=-XZ$, so moving $Q$ past $P_j$ costs one minus sign for each $X$ of one string that meets a $Z$ of the other:

$$P_jQ=(-1)^{x_j\cdot b+z_j\cdot a}\,QP_j.$$

Thus $Q$ commutes with every term when

$$x_j\cdot b+z_j\cdot a=0\pmod 2\quad\text{for all }j.$$

This says that $(a|b)$ lies in the kernel of the binary check matrix with rows $(z_j|x_j)$.

Two kernel elements need not commute with each other. Consider three spins on a ring, with $H=\sum_{i<j}(X_iX_j+Y_iY_j+Z_iZ_j)$. Both $XXX$ and $ZZZ$ commute with each two-site term, because two minus signs arise or none. But they anticommute with each other, since there are three sites. They cannot be given values together, so a two-dimensional kernel removes one qubit here. The other symmetry shows up as degeneracy: $XXX$ maps the sector $ZZZ=+1$ onto $ZZZ=-1$, and each sector has the levels $-3,-3,3,3$.

A reference determinant imposes a further restriction. If $a\neq0$, $Q$ flips bits, so a single bit string is not its eigenstate and cannot select its eigenvalue. I therefore use the diagonal kernel elements $Z^t$, which commute with one another and satisfy

$$x_j\cdot t=0\pmod2\quad\text{for all }j.$$

If the matrix of the $x_j$ has rank $r$, there are

$$k=n-r$$

independent solutions. When every single $Z_p$ occurs in $H$, nothing is lost by this choice: commuting with $Z_p$ forces $a_p=0$, so the whole kernel is diagonal.

Gaussian elimination modulo 2 divides the columns into $r$ pivot columns and $k$ free columns $q_1,\dots,q_k$. Setting one free bit to 1 and the other free bits to 0 fixes the rest and gives a generator $\tau_i=Z^{t_i}$. By construction $\tau_i$ acts on qubit $q_i$ and on no other $q_j$. The qubits $q_i$ are the ones to be removed. The program calls them pivot qubits, since each is the pivot of its generator; they are the free columns of the matrix of the $x_j$.

## The Clifford and the sector

For each generator define

$$U_i=\frac{X_{q_i}+\tau_i}{\sqrt2}.$$

Write $X$ for $X_{q_i}$ and $\tau$ for $\tau_i$. They anticommute, so $U_i^2=\tfrac12(1+1+X\tau+\tau X)=1$. Also

$$U_i\tau U_i=\tfrac12(X+\tau)\tau(X+\tau)=\tfrac12(X\tau+1)(X+\tau).$$

Expanding, $X\tau X=-\tau$ and $X\tau\tau=X$, so this is $\tfrac12(-\tau+X+X+\tau)=X$. The parity has become a single-qubit operator. Because $\tau_j$ does not act on $q_i$ for $j\ne i$, the different $U_i$ commute and do not disturb one another's generators.

Let $P$ be a term of $H$, which commutes with $\tau$. If it also commutes with $X$, then $U_iPU_i=PU_i^2=P$. If it anticommutes with $X$, then

$$U_iPU_i=\tfrac12P(-X+\tau)(X+\tau)=\tfrac12P(-1-X\tau+\tau X+1)=P\tau X,$$

because $-X\tau=\tau X$. One string goes to one string, so the number of terms cannot grow. This also shows that $U=\prod_iU_i$ is a Clifford operation on these terms.

The rotated Hamiltonian commutes with each $X_{q_i}$. Each of its strings therefore has $I$ or $X$ on $q_i$. Replacing $X_{q_i}$ by $s_i=\pm1$ and deleting the qubit leaves an operator on $n-k$ qubits. The $2^k$ choices of sign together contain the full spectrum.

For a determinant $|n\rangle$ the signs follow from counting occupied bits under each generator:

$$\tau_i|n\rangle=(-1)^{t_i\cdot n}|n\rangle,\qquad s_i=(-1)^{t_i\cdot n_{\rm HF}}.$$

What happens to the determinant itself? With $e_q$ denoting a flip of bit $q=q_i$,

$$U_i|n\rangle=\frac{|n\oplus e_q\rangle+s_i|n\rangle}{\sqrt2}.$$

Let $|s_i\rangle_X=(|0\rangle+s_i|1\rangle)/\sqrt2$. If $n_q=1$, qubit $q$ is left in $|s_i\rangle_X$. If $n_q=0$, it is left in $(|1\rangle+s_i|0\rangle)/\sqrt2=s_i|s_i\rangle_X$. The flip does not alter the other $\tau_j$, so the steps can be repeated. The remaining bits are untouched, and the total sign is

$$g(n)=\prod_i s_i^{\,1-n_{q_i}}.$$

Hence the tapered reference is the old bit string with its removed bits struck out. Tapered matrix elements are $g(n)g(n')\langle n|H|n'\rangle$ between determinants of the sector. In the two-orbital example $g(01)=1$ and $g(10)=-1$, which explains $-t$.

## Arsenic: eight qubits to three

The orbitals come from a nonrelativistic restricted open-shell Hartree-Fock calculation for the quartet in the def2-SVP basis. The core is frozen, and 4s and 4p are active. Relativity, core correlation and excitations to all other orbitals are left out. Rydberg units are used, with electron repulsion $2/r_{12}$. Qubits 0 to 3 hold $s,p_x,p_y,p_z$ with spin up; qubits 4 to 7 hold the same orbitals with spin down.

Reflection in $x$ changes the sign of $p_x$, so each Hamiltonian term contains an even number of $p_x$ operators; likewise for $p_y$ and $p_z$. Since a term has two or four operators in all, the number of $s$ operators is also even. An orbital then has both of its spin bits flipped, or neither. Conservation of spin-up number requires an even number of spin-up flips. A two-body term that is not diagonal therefore flips all four bits of two orbitals $A$ and $B$, and the kernel condition is

$$t_{A\uparrow}+t_{A\downarrow}=t_{B\uparrow}+t_{B\downarrow}\pmod2.$$

Equating $s$ with each of the three p orbitals gives three independent conditions, so $r=3$ and $k=8-3=5$. The full kernel found numerically also has dimension 5, and enumeration of all Pauli strings against the Hamiltonian matrix finds $2^5=32$ that commute.

The free bits are $t_3,\dots,t_7$. Let $c=t_3+t_7$ be the common sum; then $t_0=c+t_4$, $t_1=c+t_5$ and $t_2=c+t_6$. Setting one free bit at a time to 1 gives the generators below. The Hartree-Fock string is $11111000$: $s$ doubly occupied and three spin-up p electrons.

| Removed qubit | Generator | Occupied bits counted | $s_i$ |
|---|---|---:|---:|
| 3 | ZZZZIIII | 4 | +1 |
| 4 | ZIIIZIII | 2 | +1 |
| 5 | IZIIIZII | 1 | −1 |
| 6 | IIZIIIZI | 1 | −1 |
| 7 | ZZZIIIIZ | 3 | −1 |

The first is spin-up parity, and the next three are the parities of $s$, $p_x$ and $p_y$. The last is spin-up parity times $p_z$ parity. Qubits 0, 1 and 2 remain, the reference becomes $111$, and the number of Pauli terms falls from 61 to 11.

The reference energy checks the mapping. With $J_{ab}=(aa|bb)$ and $K_{ab}=(ab|ab)$, there are one $ss$, six $sp$ and three $pp$ electron pairs, and exchange acts between parallel spins:

$$E_{\rm HF}=2h_s+3h_p+J_{ss}+6J_{sp}-3K_{sp}+3J_{xy}-3K_{xy}.$$

In Ry this is $-8.7465-10.3527+0.8886+4.7637-0.5200+2.0873-0.1362=-12.0158$, which agrees with the computed $-12.0157$ within the rounding of the terms. It excludes the frozen-core energy. The digits belong to def2-SVP: in def2-QZVP the value is $-12.026$ Ry, and the choice of Fock operator used to separate 4s from the core orbitals moves it by about 0.0002 Ry.

## A symmetry that appears inside the sector

In this sector each p orbital is singly occupied and $s$ is empty or full. Moving a pair between $s$ and a p orbital would need an empty or full p orbital. Exchanging spins between them would need a singly occupied $s$. Neither can happen, so the terms that flip qubit 0 cancel after the signs are inserted. A second search finds $Z_0$, with value $-1$ for the reference. The string $Z_0$ does not commute with the full Hamiltonian. Within the sector, however, the electron number is $N=3+2n_0$, so $Z_0=4-N$: this is conservation of electron number, which takes the form of a Pauli string only after the parities are fixed.

The second step also fixes the electron number. The three-qubit sector still contained three-electron states, because parities do not determine a number. Here those states lie at least 3.6 Ry above the five-electron ground level. In another problem they could lie lower, and the electron number would then have to be imposed separately.

Two qubits remain. Write $E_Q=E_{\rm HF}$ and $K=K_{xy}=0.04539$ Ry. State $11$ has three parallel p spins. In the states $00$, $10$ and $01$ one p spin is opposite to the other two, so one parallel pair is left instead of three, and their diagonal energy is $E_Q+2K$. The computed Hamiltonian does not couple $11$ to the others. In the order $00,10,01$, and measured from $E_Q$, the other three form the block

$$\begin{pmatrix}2K&-K&K\\-K&2K&K\\K&K&2K\end{pmatrix}.$$

Changing the sign of $|01\rangle$ makes all off-diagonal entries $-K$. The block is then $3K\,\mathbf 1-K\mathbf J$, where $\mathbf J$ has every entry 1 and eigenvalues $3,0,0$. The levels are $0,3K,3K$. With state $11$, the sector has two levels at $E_Q$ and two at $E_Q+3K$.

The lower pair are the quartet components with spin projections $3/2$ and $-1/2$. The upper pair are doublets. They are odd under all three reflections, whereas each component of the P term of $p^3$ is odd under one, like a polar vector; the upper pair therefore belongs to the D term. Its height is

$$3K=0.1362\ {\rm Ry}=1.85\ {\rm eV}$$

in this model. The value is not converged in the basis: $3K$ falls to 0.1351 Ry in def2-TZVP and to 0.1348 Ry (1.83 eV) in def2-QZVP. It is also too high for the real atom. Enlarging the active space to 13 orbitals in def2-SVP lowers the gap to 1.69 eV, and the measured D levels lie near 1.3 eV. An independent configuration-interaction calculation in the same active space, for spin projection $+1/2$, gives the same two energies as its two lowest roots. The Hartree-Fock determinant is itself an eigenstate here because this small active space offers it no partner of the same symmetry and spin projection.

## What can go wrong

The reference selects a sector; it does not prove that the ground state is there. Take instead the low-spin determinant with $s$ and $p_x$ doubly occupied and one spin-up electron in $p_y$. Its signs are $(-1,+1,+1,-1,-1)$. The lowest five-electron level in that sector lies 0.1362 Ry above the quartet: an exact diagonalization there would return the D term. Of the 32 sectors, two contain the five-electron ground level, one for each spin-up parity. If the reference is in doubt, other sectors must be compared.

The orbital basis matters too. Replacing $s,p_x,p_y,p_z$ by four sp³ hybrids leaves the spectrum unchanged but reduces the kernel dimension from 5 to 2. The reflections in $x$, $y$ and $z$ are still symmetries, but each now mixes all four hybrids and is no longer a Pauli string. What survives is the parity of each spin species.

Finally, the kernel depends on which coefficients count as zero. Rounding noise kept as a term can destroy a symmetry, while a real term discarded can create a false one. Here the cutoff is $10^{-6}$ Ry and the smallest retained coefficient is 0.011 Ry, so the two are well separated. The numerical output lists the generators, sector states and final Hamiltonian.

## Values computed for the example and the checks

```
As ROHF/def2-SVP total energy: -4467.832226 Ry
frozen-core energy: -4455.816485 Ry
h_s, h_p: -4.373260, -3.450886 Ry
J_ss, J_sp: 0.888559, 0.793948 Ry
J_xx, J_xy: 0.786543, 0.695770 Ry
K_sp, K_xy: 0.173321, 0.045386 Ry
HF determinant, active energy: -12.015740 Ry
Pauli terms, 8 qubits (with identity): 61
coefficient cutoff: 1e-06 Ry
smallest kept coefficient: 0.011347 Ry
rank of x-part: 3; full kernel dimension: 5
commuting Pauli strings by enumeration: 32
generators (qubit 0 leftmost), pivot qubit, HF sign:
  ZZZZIIII  q=3  s=+1
  ZIIIZIII  q=4  s=+1
  IZIIIZII  q=5  s=-1
  IIZIIIZI  q=6  s=-1
  ZZZIIIIZ  q=7  s=-1
kept qubits: [0, 1, 2]
HF bits: 11111000 -> 111
Pauli terms, 3 qubits: 11
3-qubit state, determinant, electrons, diagonal energy (Ry):
  000 00000111 3 -8.401506
  100 10011110 5 -11.924967
  010 01010010 3 -8.310734
  110 11001011 5 -11.924967
  001 00110100 3 -8.310734
  101 10101101 5 -11.924967
  011 01100001 3 -8.310734
  111 11111000 5 -12.015740
HF sector, N=3: -8.401506 -8.401506 -8.265347 -8.265347 Ry
HF sector, N=5: -12.015740 -12.015740 -11.879581 -11.879581 Ry
sectors in all: 32; with 5-electron ground level: 2
lowest active Fock-space level: -12.015740 Ry, N=5
second pass: ZII, pivot 0, s=-1
2-qubit Hamiltonian (Ry):
  II -11.947661
  ZI +0.022693
  IZ +0.022693
  ZZ -0.022693
  XI -0.022693
  XZ -0.022693
  IX +0.022693
  ZX +0.022693
  XX +0.022693
  YY +0.022693
2-qubit levels: -12.015740 -12.015740 -11.879581 -11.879581 Ry
doublet D - quartet S gap: 0.136159 Ry = 1.8525 eV
3 K_xy: 0.136159 Ry
low-spin reference bits: 11101100, signs [-1, 1, 1, -1, -1]
its N=5 levels above quartet: 0.136159 0.187697 1.758248 Ry
kernel dimension with sp3 hybrids: 2
ring kernel: XXX, ZZZ; tapered qubits: 1
ring levels in each sector (coupling units): -3.000 -3.000 3.000 3.000
```
